# Areas of Fermi-Surface Sections on a Bragg Plane

**Q.** You say that the Fermi-surface sections of the two bands on a Bragg plane differ in area by an amount that doesn't depend on the Fermi energy. I doubt it. The sections themselves grow with the Fermi energy, so why should their difference stay put? Begin with the model.

**A.** An electron of bare mass $m$ moves in a weak, local, periodic potential $V(\mathbf r)=\sum_{\mathbf K}V_{\mathbf K}e^{i\mathbf K\cdot\mathbf r}$. The potential is real, so $V_{-\mathbf K}=V_{\mathbf K}^*$. Energies are measured from its mean, so $V_0=0$. I use atomic units in the algebra, $\hbar=m=e=1$, and restore the constants in the results. The two-wave model keeps one reciprocal vector $\mathbf G$ and the state

$$\psi=a\,e^{i\mathbf k\cdot\mathbf r}+b\,e^{i(\mathbf k-\mathbf G)\cdot\mathbf r}.$$

Insert this in $(-\tfrac12\nabla^2+V)\psi=E\psi$ and collect the terms in $e^{i\mathbf k\cdot\mathbf r}$. The second wave reaches this exponential through the component $\mathbf K=\mathbf G$. The first wave reaches $e^{i(\mathbf k-\mathbf G)\cdot\mathbf r}$ through $\mathbf K=-\mathbf G$. Hence

$$\left(\tfrac12k^2-E\right)a+V_{\mathbf G}\,b=0,$$
$$V_{\mathbf G}^*\,a+\left(\tfrac12|\mathbf k-\mathbf G|^2-E\right)b=0.$$

All other waves are dropped. That is an approximation, and its cost must be found later.

**Q.** Where is the Bragg plane in these equations?

**A.** It is where the two kinetic energies are equal: $k^2=|\mathbf k-\mathbf G|^2$, or $\mathbf k\cdot\mathbf G=G^2/2$. Let $q$ be the distance from this plane and $\boldsymbol\kappa$ the part of $\mathbf k$ perpendicular to $\mathbf G$:

$$\mathbf k=\left(\tfrac12G+q\right)\hat{\mathbf G}+\boldsymbol\kappa .$$

Then $k^2=(q+G/2)^2+\kappa^2$ and $|\mathbf k-\mathbf G|^2=(q-G/2)^2+\kappa^2$. The mean of the two kinetic energies is $\kappa^2/2+G^2/8+q^2/2$, and half their difference is $\tfrac14\left[(q+G/2)^2-(q-G/2)^2\right]=Gq/2$.

A Hermitian $2\times2$ matrix with mean diagonal $M$, half difference $D$ and off-diagonal element $V_{\mathbf G}$ has the characteristic equation $(M-E)^2-D^2-|V_{\mathbf G}|^2=0$. Therefore

$$E_\pm=\frac{\kappa^2}{2}+\frac{G^2}{8}+\frac{q^2}{2}\pm\sqrt{\frac{G^2q^2}{4}+|V_{\mathbf G}|^2}.$$

The phase of $V_{\mathbf G}$ has dropped out. It can be changed by moving the origin, which cannot alter an energy.

**Q.** Now cut the Fermi surface on the plane.

**A.** Set $q=0$ and write $E_0=G^2/8$, which is $\hbar^2G^2/8m$ in ordinary units:

$$E_\pm=\tfrac12\kappa^2+E_0\pm|V_{\mathbf G}| .$$

These are two identical paraboloids, one displaced rigidly from the other by $2|V_{\mathbf G}|$. Setting $E_\pm=E_F$ gives circles of radius

$$\kappa_\pm^2=2\left(E_F-E_0\mp|V_{\mathbf G}|\right),$$

with areas $A_\pm=\pi\kappa_\pm^2$. The upper band has the smaller disc because its energy starts higher. If both circles exist,

$$A_--A_+=2\pi\left[(E_F-E_0+|V_{\mathbf G}|)-(E_F-E_0-|V_{\mathbf G}|)\right]=4\pi|V_{\mathbf G}| .$$

An area in wave-vector space is an energy times $m/\hbar^2$, so

$$\boxed{A_--A_+=\frac{4\pi m|V_{\mathbf G}|}{\hbar^2}},\qquad E_F\ge E_0+|V_{\mathbf G}| .$$

**Q.** You have slipped in a condition. The claim was "whatever the Fermi energy".

**A.** That wording is too strong. A negative $\kappa_+^2$ means that the upper band has no section, not that its area is negative. There are three ranges:

- For $E_F\le E_0-|V_{\mathbf G}|$ neither band has a section of nonzero area, and the difference is zero.
- For $E_0-|V_{\mathbf G}|<E_F<E_0+|V_{\mathbf G}|$ the lower band alone has a section. The difference is $A_-=2\pi m(E_F-E_0+|V_{\mathbf G}|)/\hbar^2$, which rises linearly with $E_F$.
- For $E_F\ge E_0+|V_{\mathbf G}|$ the difference is the boxed constant.

The expressions agree at the two boundaries. In the middle range, for a weak potential ($|V_{\mathbf G}|<2E_0$, as shown below), the Fermi surface passes through the plane as an open neck. In the third, a pocket of the upper band has been added.

**Q.** Then why does the growth of the discs cancel in the third range? I want a reason, not a subtraction.

**A.** Differentiate either area: $dA_\pm/dE_F=2\pi m/\hbar^2$. A parabolic band in two dimensions gains area at a constant rate, set by its mass alone, and on the plane both bands have the same mass. Each increase of $E_F$ adds equal areas to both discs. The difference is what the lower band collected before the upper one opened: the rate $2\pi m/\hbar^2$ times the energy interval $2|V_{\mathbf G}|$.

The radii do not keep a constant spacing. From $\kappa_-^2-\kappa_+^2=4|V_{\mathbf G}|$ in atomic units,

$$\kappa_--\kappa_+=\frac{4|V_{\mathbf G}|}{\kappa_-+\kappa_+},$$

so the ring between the circles becomes thinner as it becomes longer, at constant area.

**Q.** In a metal the number of electrons is fixed, not $E_F$. If I change $V_{\mathbf G}$, the Fermi energy moves.

**A.** It does, and $A_-$ and $A_+$ then shift for two reasons. But the boxed result holds for each pair of values $(V_{\mathbf G},E_F)$ in its range, so the new difference follows from the new $|V_{\mathbf G}|$ alone. The one thing to check is that $E_F$ still lies above $E_0+|V_{\mathbf G}|$.

At fixed $E_F$, while both circles exist, there is a further relation: the mean of the two areas is $2\pi(E_F-E_0)$, the section of the free-electron sphere. The potential moves equal areas up and down from that value. As $V_{\mathbf G}\to0$ the circles merge and the difference vanishes linearly.

**Q.** Give me numbers.

**A.** Take $|\mathbf G|=2.40$ Å$^{-1}$, $|V_{\mathbf G}|=0.40$ eV and $E_F=7.00$ eV. With $\hbar^2/2m=3.810$ eV Å$^2$,

$$E_0=\frac{3.810\times2.40^2}{4}=5.486\ \text{eV}.$$

The bands start on the plane at 5.086 and 5.886 eV, so $E_F$ lies above both. The radii follow from

$$\kappa_\mp^2=\frac{7.00-5.486\pm0.40}{3.810}\ \text{Å}^{-2},$$

which gives $\kappa_-=0.709$ Å$^{-1}$ and $\kappa_+=0.541$ Å$^{-1}$. The areas are 1.578 and 0.918 Å$^{-2}$. Directly,

$$\frac{4\pi m|V_{\mathbf G}|}{\hbar^2}=\frac{2\pi|V_{\mathbf G}|}{\hbar^2/2m}=\frac{2\pi\times0.40}{3.810}=0.660\ \text{Å}^{-2}.$$

The areas can also be found without the formula, by diagonalizing the two-wave matrix on a grid of points in the plane and counting the cells below $E_F$. At 5.0 eV the counted difference is zero. At 5.4 and 5.7 eV, with the neck alone, it is 0.259 and 0.506 Å$^{-2}$. At 6.0, 7.0 and 8.0 eV it is 0.659, 0.660 and 0.660 Å$^{-2}$. Between 7 and 8 eV each disc gains about 0.82 Å$^{-2}$, while the difference stays the same within the counting error.

**Q.** A section on one chosen plane is a geometrical curiosity. Can anything measure it?

**A.** Quantum oscillations in a magnetic field select sections whose area is stationary as the cutting plane moves. So first ask whether these are stationary. At distance $q$ from the Bragg plane,

$$A_\pm(q)=2\pi\left[E_F-\frac{G^2}{8}-\frac{q^2}{2}\mp\sqrt{\frac{G^2q^2}{4}+|V_{\mathbf G}|^2}\right].$$

For $G|q|\ll2|V_{\mathbf G}|$ the root is $|V_{\mathbf G}|+G^2q^2/(8|V_{\mathbf G}|)$ to second order. Then

$$A_\pm(q)=A_\pm(0)-\pi q^2\left(1\pm\frac{G^2}{4|V_{\mathbf G}|}\right),$$
$$\left.\frac{d^2A_\pm}{dq^2}\right|_0=-2\pi\left(1\pm\frac{G^2}{4|V_{\mathbf G}|}\right).$$

There is no linear term, so both sections are stationary. The upper one is a local maximum, the belly of a lens. The lower one is a local minimum, the waist of a neck, provided $|V_{\mathbf G}|<G^2/4$, which is $2E_0$ in ordinary units. Here $2E_0/|V_{\mathbf G}|=27.4$, and the second derivatives are about $+166$ for the neck and $-179$ for the lens. They are pure numbers, since an area in wave-vector space is divided by a wave vector squared.

**Q.** And the field? It might mix the two bands, and then separate areas would mean little.

**A.** Put the field $B$ along $\mathbf G$. The vector potential can be chosen perpendicular to $\mathbf G$ and dependent on the perpendicular coordinates alone. The two waves differ by $e^{-i\mathbf G\cdot\mathbf r}$, which varies only along $\mathbf G$. The in-plane kinetic energy therefore enters both diagonal elements as the same operator, and the wave vector $q$ is conserved. The $2\times2$ matrix can be diagonalized first, as without the field, and the in-plane motion then gives the usual oscillator ladder:

$$E_{n,\pm}(q=0)=\left(n+\tfrac12\right)\frac{\hbar eB}{m}+E_0\pm|V_{\mathbf G}| .$$

Within this model and for this field direction, the field does not mix the bands. Spin splitting is left out. Level $n$ passes $E_F$ when

$$\frac1{B_n}=\left(n+\tfrac12\right)\frac{\hbar e}{m(E_F-E_0\mp|V_{\mathbf G}|)} .$$

The crossings are equally spaced in $1/B$. The inverse spacing is the frequency

$$F_\pm=\frac{m(E_F-E_0\mp|V_{\mathbf G}|)}{\hbar e}=\frac{\hbar A_\pm}{2\pi e},$$

where the last form uses $A_\pm=2\pi m(E_F-E_0\mp|V_{\mathbf G}|)/\hbar^2$. Planes with nearby $q$ have nearly the same frequency where $A$ is stationary, so their contributions add in phase there. The two frequencies differ by

$$F_--F_+=\frac{2m|V_{\mathbf G}|}{\hbar e}.$$

For the example they are 16,530 and 9,619 T, and the difference is 6,910 T. Another way to see it: at 10 T the Landau spacing is $\hbar\omega_c=\hbar eB/m=1.158$ meV, and the band splitting of 800 meV holds about 691 such spacings. Multiplying by 10 T returns the difference.

**Q.** Does temperature spoil this?

**A.** It blurs the oscillations long before it blurs the splitting. An oscillation $\cos(2\pi E/\hbar\omega_c)$ is averaged over the thermal width of the Fermi function. With $t=(E-E_F)/k_BT$ and $y=2\pi k_BT/\hbar\omega_c$, its amplitude is multiplied by

$$R=\int_{-\infty}^{\infty}\frac{e^{iyt}}{4\cosh^2(t/2)}\,dt .$$

Shift the contour up by $2\pi i$. The denominator repeats, and the exponential gains a factor $e^{-2\pi y}$, so $R(1-e^{-2\pi y})$ equals $2\pi i$ times the residue at $t=i\pi$. Near that point, with $s=t-i\pi$, the integrand is $-e^{-\pi y}(1+iys)/s^2$ up to regular terms. The residue is $-iy\,e^{-\pi y}$, and

$$R=\frac{2\pi y\,e^{-\pi y}}{1-e^{-2\pi y}}=\frac{\pi y}{\sinh\pi y}.$$

At 1 K and 10 T this is 0.714 with the bare mass. At 300 K, $k_BT=0.0259$ eV is still small beside the splitting of 0.80 eV, but it is some 22 Landau spacings, and the factor is negligibly small. Scattering would damp the oscillations further and is not included.

**Q.** Now pay the debt from the beginning. What do the dropped waves do?

**A.** Take first those along the same line, $\pm\tfrac32\mathbf G$ on the plane, coupled by the same coefficient. Choose the origin so that $V_{\mathbf G}=v>0$. The even and odd combinations of the waves $\pm\tfrac12\mathbf G$ have energies $E_0+v$ and $E_0-v$, apart from the common $\kappa^2/2$. Each couples with strength $v$ to the outer combination of the same parity, at $9E_0$. Second-order perturbation theory lowers the two levels by

$$\frac{v^2}{8E_0-v}\quad\text{and}\quad\frac{v^2}{8E_0+v}.$$

Both fall by about $v^2/8E_0$, which cancels in the difference of areas. The splitting changes by

$$-\frac{v^2}{8E_0-v}+\frac{v^2}{8E_0+v}\simeq-\frac{2v^3}{(8E_0)^2}.$$

Diagonalization with ten waves gives a common shift of $-3.6$ meV and a splitting change of $-0.066$ meV, out of 800 meV. These waves are harmless here.

**Q.** And waves that belong to other Bragg planes?

**A.** They are not harmless. To size them, put the example into a hexagonal close-packed lattice with $\mathbf G=(0002)$ along the hexagonal axis and an in-plane lattice constant of 3.20 Å. With the origin midway between the two atoms of the cell,

$$V_{hkl}=v_a\cos\left[\pi\left(\frac h3+\frac{2k}3+\frac l2\right)\right].$$

I take the same atomic coefficient $v_a=+0.40$ eV for the stars $(10\bar10)$, $(0002)$ and $(10\bar11)$, and zero for the rest. This keeps $|V_{0002}|=0.40$ eV. At the same $E_F$ of 7 eV, the areas become 1.610 and 1.060 Å$^{-2}$. Their difference is 0.550 instead of 0.660 Å$^{-2}$, which is 17% below the two-wave value. Going from 99 to 233 waves moves the difference by about $3\times10^{-6}$ Å$^{-2}$, so the basis is not the cause.

**Q.** Why a reduction? Does coupling to more waves always pull the areas together?

**A.** No, the sign of $v_a$ matters. Consider the wave $\boldsymbol\kappa-\mathbf g$, where $\mathbf g$ is one of the six shortest in-plane reciprocal vectors. It couples to our two waves through $(h,k,\pm1)$. For $(1,0,\pm1)$ the cosine is $\cos(\pi/3\pm\pi/2)=\mp\sqrt3/2$. The two couplings are equal and opposite, so this wave talks to the odd combination and not to the even one. Inside the nearest $(10\bar11)$-type plane the extra wave has the higher kinetic energy, and in second order it pushes the odd level down.

For $v_a>0$, $V_{0002}=-v_a$ is negative, the odd level is the upper one, and the splitting shrinks. For $v_a<0$ the odd level is the lower one, and the splitting grows. With the stars chosen here, any other wave that couples directly does so to only one of our two waves. In second order such waves shift the even and odd levels equally, so they leave the splitting alone. Higher orders need a calculation. With $v_a=+0.04$ and $-0.04$ eV, at the same $E_F$, the full model gives deviations of $-1.96$% and $+2.07$% relative to the two-wave value for that weaker potential. The signs agree with the argument.

The size also makes sense. The correction to the splitting is second order in the potential and the splitting is first order, so once the potential is weak the relative error falls in proportion to $|v_a|$. At 0.4 eV higher orders already count. The boxed formula is thus the leading term for a weak potential, so long as the circles keep clear of other Bragg planes.

**Q.** Is the difference at least still independent of $E_F$?

**A.** Not strictly. In the many-wave model it is 0.567 Å$^{-2}$ at 6.5 eV and 0.550 Å$^{-2}$ at 7 eV. The corrections depend on $\kappa$, so the two paraboloids are no longer rigid copies.

The same happens within two waves if the potential is nonlocal and the matrix element that couples them depends on $\kappa$. A nonlocal potential generally makes the diagonal elements depend on $\kappa$ too; I leave that out here to isolate the effect of the coupling. Then $\kappa_\pm^2=2[E_F-E_0\mp|V(\kappa_\pm)|]$, and subtraction gives

$$A_--A_+=2\pi\left[|V(\kappa_-)|+|V(\kappa_+)|\right]$$

in atomic units. Each circle samples the coupling at its own radius. As an assumed illustration, let $|V|=0.4(1-0.2\kappa^2)$ eV with $\kappa$ in Å$^{-1}$. The difference is then 0.608 Å$^{-2}$ at 7 eV and 0.573 Å$^{-2}$ at 8 eV.

**Q.** Does any of this resemble a real metal?

**A.** The numbers are in the rough regime of magnesium: a hexagonal close-packed metal with two valence electrons per atom, lattice constants near 3.2 and 5.2 Å, and a free-electron Fermi energy near 7 eV. The coupling of 0.4 eV and the positive sign of $v_a$ are model choices, so the areas and frequencies above are not predictions for magnesium. One assumption that a real crystal breaks is that of two waves. In the many-wave model that moved the area difference by 17%. This figure belongs to the coefficients chosen and is not a size for a real metal: with $|V_{0002}|$ held at 0.40 eV, a $(10\bar11)$ coefficient of 0.2 or 0.6 eV gives about $-4$% or $-41$%, adding the star $(10\bar12)$ at 0.40 eV gives about $-23$%, and $v_a=-0.40$ eV gives about $+33$%. Someone who read 0.550 Å$^{-2}$ through the boxed formula would infer

$$|V_{\mathbf G}|=\frac{3.810\times0.550}{2\pi}=0.33\ \text{eV}$$

instead of the 0.40 eV put in.

**Q.** Could the field carry electrons across to those other planes?

**A.** In the two-wave example the nearest one lies at $\kappa=0.816$ Å$^{-1}$, which leaves 0.107 Å$^{-1}$ outside the larger circle. The inverse magnetic length $\sqrt{eB/\hbar}$ at 10 T is 0.012 Å$^{-1}$, about nine times smaller. This compares scales and is not a calculation of magnetic breakdown, but it gives no sign that breakdown is important for these two orbits. It says nothing about other orbits on the same plane. Near the zone corner K the sheets built from the waves $\boldsymbol\kappa-\mathbf g$ meet across a gap that is about 0.25 eV in the many-wave model and depends strongly on the coefficients; in real magnesium that gap is small, and breakdown there is well known for a field along the hexagonal axis. A larger $E_F$ would bring the neck to that plane. The two-wave model cannot say what happens there: depending on their couplings, other waves may distort or reconnect the circles even without a field, so a many-wave calculation is needed. The numerical output below lists the values used.

## Numbers as computed

```
hbar^2/2m = 3.80998 eV A^2
|G| = 2.40 1/A, |V_G| = 0.40 eV, E_F = 7.00 eV
E0 = 5.4864 eV
band edges on plane = 5.0864, 5.8864 eV
Counted areas (1/A^2): E_F (eV), lower, upper, difference
  5.0  0.000  0.000  0.000
  5.4  0.259  0.000  0.259
  5.7  0.506  0.000  0.506
  6.0  0.753  0.094  0.659
  7.0  1.578  0.919  0.660
  8.0  2.403  1.743  0.660
radii lower, upper = 0.7087, 0.5406 1/A
areas lower, upper = 1.5779, 0.9183 1/A^2
4 pi m |V_G|/hbar^2 = 0.6597 1/A^2
d2A/dq2 lower, upper = 166.0, -178.6
frequencies lower, upper = 16530, 9619 T
frequency difference = 6910 T
splitting change, waves along G = -0.0664 meV
mean level shift, waves along G = -3.645 meV
many-wave model, in-plane lattice constant = 3.20 A
many-wave areas = 1.6102, 1.0602 1/A^2
many-wave difference = 0.5500 1/A^2 (233 waves)
shift from 99 to 233 waves = 2.7e-06 1/A^2
relative to two-wave result = -16.6 %
many-wave difference at E_F 6.5 eV = 0.5671 1/A^2
deviation, coefficient +0.04 eV = -1.96 %
deviation, coefficient -0.04 eV = 2.07 %
kappa-dependent |V_G| = 0.4(1 - 0.2 kappa^2) eV, kappa in 1/A
  difference at 7, 8 eV = 0.6075, 0.5729 1/A^2
field = 10 T, temperature = 1 K
Landau spacing = 1.1577 meV
thermal damping factor = 0.714
k_B T at 300 K = 0.0259 eV
nearest other Bragg plane at kappa = 0.8161 1/A
clearance from lower section = 0.1074 1/A
inverse magnetic length = 0.0123 1/A
```
